# Core relaxation and the radiative shifts of valence d electrons, part 1

(Sections cited here and not found follow in the second part.)

**Question.** An atomic code can treat a model radiative operator $V$ in two ways: take $\langle v|V|v\rangle$ in the finished valence orbital, or add $V$ to the Fock operator and iterate to self-consistency. For an $s$ electron the two nearly agree. Why can they differ by an order of magnitude, and even in sign, for a valence $d$ electron?

**Answer.**

## The mechanism

The strong part of $V$ lies within a few reduced Compton wavelengths of the nucleus, a distance of order $\alpha = 0.0073$ bohr in the Hartree atomic units used throughout ($c = 1/\alpha$). The centrifugal barrier keeps a $d$ electron out of this region. Core electrons, above all $s$ electrons, do enter it. A repulsive $V$ (self-energy) moves their shells slightly outward, the charge screening the nucleus at the radius of the $d$ electron falls, and the $d$ level drops; an attractive $V$ (vacuum polarization) does the reverse. This indirect shift is of first order in $V$, like the expectation value, and its sign is opposite to that of $V$ near the nucleus.

The regime is one valence electron outside a closed core in Dirac–Hartree–Fock (DHF), the valence orbital being an unoccupied eigenstate of the core Fock operator ($V^{N-1}$ potential), with the Coulomb interaction only. A positive shift means weaker binding.

## The operators

Orbitals are $\psi = r^{-1}(P\,\Omega_\kappa,\ iQ\,\Omega_{-\kappa})$, with $\kappa = l$ for $j = l-\tfrac12$ and $\kappa = -(l+1)$ for $j = l+\tfrac12$. Let $Y_t(r)$ be $e^{-2ctr}/r$ convolved with a normalized Gaussian nuclear charge, and $Y_0$ the convolved $1/r$. The Uehling potential, free of fitted constants, is

$$V_U = -Z\frac{2\alpha}{3\pi}\int_1^\infty dt\,\frac{\sqrt{t^2-1}}{t^2}\Big(1+\frac{1}{2t^2}\Big)Y_t .$$

The self-energy (SE) is the Flambaum–Ginges potential, $V_{el}+V_{mag}+V_{low}$:

$$V_{el} = AZ\frac{\alpha}{\pi}\int_1^\infty\!\frac{dt\;Y_t}{\sqrt{t^2-1}}\Big[\Big(1-\frac{1}{2t^2}\Big)\big(\ln(t^2-1)+4L\big)-\frac32+\frac1{t^2}\Big],$$

$$V_{mag} = -\frac{\alpha^2}{4\pi}\,i\boldsymbol\gamma\cdot\nabla U,\qquad U = Z\Big[\int_1^\infty\!\frac{dt\;Y_t}{t^2\sqrt{t^2-1}} - Y_0\Big],\qquad V_{low} = BZ^4\alpha^3e^{-Zr},$$

with $L = \ln(1/Z\alpha+\tfrac12)$ and $A = A_0\,r/(r+0.07Z^2\alpha^3)$. $A_0(Z)$ and $B(Z)$ are the published fitted functions of that model, taken as input. They do not depend on $l$, and the magnetic tail uses the bare nuclear field, so the SE numbers below belong to this model. Within it they are numerically good to about three figures, but as estimates of the true self-energy of a $d$ level they are much rougher. For hydrogen-like $3d$, $V_{low}$ gives a shift $F\alpha^3Z^4/(\pi n^3)$ with $F\approx27\pi(0.4)^7B$, which is $0.011$ at $Z=1$ and $0.014$ at $Z=10$, against the Bethe-logarithm value $0.0070$. The first-order $d$ terms and the ratios relax/first inherit this error.

The signs follow from volume integrals. Convolution with a normalized charge preserves them, and $\int d^3r\,e^{-\mu r}/r = 4\pi/\mu^2$ gives $\int Y_t\,d^3r = \pi\alpha^2/t^2$. For Uehling, $x = 1/t$ turns $\int\sqrt{t^2-1}\,t^{-4}dt$ into $\int_0^1 x\sqrt{1-x^2}\,dx = \tfrac13$ and $\int\sqrt{t^2-1}\,t^{-6}dt$ into $\int_0^1x^3\sqrt{1-x^2}\,dx = \tfrac2{15}$, so

$$\int V_U\,d^3r = -\tfrac23Z\alpha^3\big(\tfrac13+\tfrac1{15}\big) = -\tfrac4{15}Z\alpha^3 .$$

For the electric part with $A=1$ the prefactor is $Z\alpha^3$. Put $t = \cosh u$, $s = \tanh u$; then $dt/(t^2\sqrt{t^2-1}) = ds$, $1/t^2 = 1-s^2$, $1-1/2t^2 = (1+s^2)/2$ and $t^2-1 = s^2/(1-s^2)$. On $0<s<1$, $\int\tfrac12(1+s^2) = \tfrac23$, $\int(1-s^2) = \tfrac23$ and $\int(1+s^2)\ln s = -1-\tfrac19$. The integrals of $\ln(1-s)$, $\ln(1+s)$, $s^2\ln(1-s)$ and $s^2\ln(1+s)$ are $-1$, $2\ln2-1$, $-\tfrac{11}{18}$ and $\tfrac23\ln2-\tfrac5{18}$, with sum $\tfrac83\ln2-\tfrac{26}9$. Hence

$$\frac{\int V_{el}\,d^3r}{Z\alpha^3} = \tfrac83L-\tfrac{10}9-\tfrac43\ln2+\tfrac{13}9-\tfrac32+\tfrac23 = \tfrac83L-\tfrac12-\tfrac43\ln2 .$$

At $Z = 56$, $L = 1.0808$ and this is $+1.458$, against $-0.267$ for Uehling. The electric part is repulsive on balance, $V_{low}$ is repulsive everywhere, and $V_U$ is attractive everywhere.

## The expectation value in a $d$ state

For $Z\alpha\ll1$ and a point nucleus, $P\approx Cr^{l+1}$ over the range $r\sim\alpha$. With $\int_0^\infty r^{2l+1}e^{-\mu r}dr = (2l+1)!/\mu^{2l+2}$ and $\mu = 2t/\alpha$,

$$\langle V_U\rangle\approx-Z\frac{2\alpha}{3\pi}C^2(2l+1)!\Big(\frac\alpha2\Big)^{2l+2}\int_1^\infty dt\,\frac{\sqrt{t^2-1}}{t^{2l+4}}\Big(1+\frac1{2t^2}\Big).$$

In a hydrogen-like ion $P = Z^{1/2}p(Zr)$, so $C^2\propto Z^{2l+3}$ and $\langle V_U\rangle\propto\alpha^3Z^4(Z\alpha)^{2l}$. The program tests the exponent $4+2l$ on exact nodeless Dirac states between $Z=1$ and $2$ and finds $3.988$, $5.985$, $7.983$ for $1s$, $2p_{3/2}$, $3d_{5/2}$. Writing a shift as $F\alpha^3Z^4/(\pi n^3)$, at $Z=56$ the Uehling $F$ is $-0.26$, $-1.7\times10^{-3}$, $-4.8\times10^{-6}$ for these states. The electric term is also a sum of $Y_t$ and carries the same factor $(Z\alpha)^{2l}$, modified by the slower $Z$ dependence of $L$ and $A$.

The small component does not change the power. From $\boldsymbol\sigma\cdot\mathbf p = -i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$, $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa = -(1+\kappa)\Omega_\kappa$ and $\sigma_r\Omega_{\pm\kappa} = -\Omega_{\mp\kappa}$ one gets $\boldsymbol\sigma\cdot\mathbf p\,(P\Omega_\kappa/r) = i(P'+\kappa P/r)\Omega_{-\kappa}/r$. The lower spinor is $\boldsymbol\sigma\cdot\mathbf p/2c$ times the upper at leading order, so $Q\approx(P'+\kappa P/r)/2c$. For $d_{3/2}$, $Q\approx5\alpha Cr^2/2$, and its contribution relative to that of $P$ at given $t$ is $(25\alpha^2/4)(3!/5!)\mu^2 = 5t^2/4$, of order one. For $d_{5/2}$ the leading term of $Q$ cancels, since $l+1+\kappa = 0$.

The magnetic term has a tail. With $\boldsymbol\gamma$ having $\boldsymbol\sigma$ in the upper right block and $-\boldsymbol\sigma$ in the lower left, the angular integral of $r^2\psi^\dagger i\gamma_r\psi$ is $i[P\,(iQ)(-1)-(-iQ)(-1)P] = 2PQ$, so $\langle V_{mag}\rangle = -(\alpha^2/4\pi)\int2PQ\,U'dr$. For $r\gg\alpha$, $U = -Z/r$ and $U' = Z/r^2$, which gives

$$\langle V_{mag}\rangle\approx-\frac{Z\alpha^3}{4\pi}\int\frac{P(P'+\kappa P/r)}{r^2}dr = -\frac{Z\alpha^3}{4\pi}(1+\kappa)\langle r^{-3}\rangle\quad(l>0),$$

because $PP' = \tfrac12(P^2)'$ and integration by parts gives $\int PP'r^{-2}dr = \int P^2r^{-3}dr$ with no boundary term for $l>0$. For the hydrogen-like value, differentiate $E = -Z^2/2(n_r+l+1)^2$ with respect to $l$: $(l+\tfrac12)\langle r^{-2}\rangle = Z^2/n^3$. The mean radial force vanishes in a stationary state, $Z\langle r^{-2}\rangle = l(l+1)\langle r^{-3}\rangle$. Thus $\langle r^{-3}\rangle = Z^3/[n^3l(l+1)(l+\tfrac12)]$. For both values of $\kappa$, $(1+\kappa)/[l(l+1)] = 1/\kappa$, and

$$F_{mag} = -\frac{1}{2\kappa(2l+1)},$$

which is $-1/20$ for $d_{3/2}$ and $+1/30$ for $d_{5/2}$; the test at $Z=5$ gives $-0.05003$ and $0.03334$. For $s$ states, $P = rR$ gives $P'-P/r = rR'$, the integral is $\int RR'dr = -R(0)^2/2$, and the term is repulsive.

The first-order SE shift of a $d$ level is therefore made of $V_{mag}$, whose sign depends on $j$, and $V_{low}$, of range $1/Z$. Neither carries $(Z\alpha)^{2l}$; they are small through numerical coefficients. Only the Uehling and electric terms are suppressed parametrically.

## The second first-order term

Let $D = \sum_i|i\rangle\langle i|$ project on the core spinors and let $G[D] = J[D]-K[D]$ be the Coulomb minus exchange operator, which is linear in $D$. The valence state obeys $(h+\lambda V+G[D(\lambda)])|v\rangle = \varepsilon_v|v\rangle$. Differentiate at $\lambda=0$ and multiply by $\langle v|$. The terms in $d|v\rangle/d\lambda$ cancel because $\langle v|(F-\varepsilon_v) = 0$ for $F = h+G[D]$, and

$$\frac{d\varepsilon_v}{d\lambda} = \langle v|V|v\rangle+\langle v|G[\delta D]|v\rangle,\qquad\delta D = \frac{dD}{d\lambda}.$$

Call the terms "first" and "relax". The change of $|v\rangle$ drops out, but the change of the core does not, since $\varepsilon_v$ is not stationary with respect to the core orbitals.

Each core spinor sees $\delta F = V+G[\delta D]$. The first-order equation $(F-\varepsilon_i)|\delta i\rangle = (\delta\varepsilon_i-\delta F)|i\rangle$, projected on another eigenstate $p$, gives $\langle p|\delta i\rangle = \delta F_{pi}/(\varepsilon_i-\varepsilon_p)$. In $\delta D = \sum_i(|\delta i\rangle\langle i|+|i\rangle\langle\delta i|)$ the coefficient of $|j\rangle\langle i|$ for two core states is $\delta F_{ji}[(\varepsilon_i-\varepsilon_j)^{-1}+(\varepsilon_j-\varepsilon_i)^{-1}] = 0$. Only unoccupied $p$ remain, including $v$ and the negative-energy states, which a diagonalization of $F$ also mixes in:

$$\delta D = R_0\big[V+G[\delta D]\big],\qquad R_0[B] = \sum_{i,p}\frac{|p\rangle B_{pi}\langle i|+|i\rangle B_{ip}\langle p|}{\varepsilon_i-\varepsilon_p}.$$

Dropping $G[\delta D]$ on the right is the uncoupled approximation. The coupled equation has a unique solution if $1-R_0G$ is invertible, that is, if $\delta D = R_0[G[\delta D]]$ has only the solution $\delta D = 0$.

## The sign of the direct part

Let $\rho(r)$ be the radial core density and $N(r) = \int_0^r\rho$. The Hartree potential $V_H(r) = N(r)/r+\int_r^\infty\rho(s)s^{-1}ds$ has the derivative $\rho/r-N/r^2-\rho/r = -N/r^2$. Its change vanishes at infinity, so $\delta V_H(r) = \int_r^\infty\delta N(s)s^{-2}ds$. Average over the valence density, exchange the order of integration, and let $N_v(s)$ be the valence probability inside $s$:

$$\langle v|\delta V_H|v\rangle = \int_0^\infty\frac{\delta N(s)\,N_v(s)}{s^2}\,ds .$$

The valence orbital enters through $N_v$ at core radii, not at $r\sim\alpha$. For core $s$ shells $\delta N$ is of order $\alpha^3$, like their own shifts, and no factor $(Z\alpha)^{2l}$ appears. Since $N_v\ge0$, a $\delta N$ of one sign fixes the sign of the direct term. If the valence electron does not penetrate the core, $N_v = 0$ wherever $\delta N\ne0$ and the direct term vanishes.

The sign of $\delta N$ can be proved for a nodeless nonrelativistic orbital in a fixed local potential $U_0$, perturbed by a $W(r)$ that decreases with $r$. The first-order equation is $-\tfrac12\delta P''+(U_0-\varepsilon)\delta P = (\langle W\rangle-W)P$. Put $\delta P = fP$. The terms in $f$ cancel by the unperturbed equation, leaving $-\tfrac12(f''P+2f'P')$ on the left; multiplying by $-2P$ and integrating,

$$P^2f'(r) = 2\int_0^r\big(W-\langle W\rangle\big)P^2ds .$$

The integrand is positive at small $s$, negative at large $s$, and integrates to zero over all $s$, so the right side is never negative and $f$ rises with $r$. Normalization requires $\int_0^\infty fP^2 = 0$, so $f$ is negative and then positive, and $\delta N(r) = 2\int_0^rfP^2\le0$ for all $r$. A decreasing perturbation pushes charge out and lowers the density at the nucleus; an increasing one, such as $V_U$, pulls it in. Orbitals with nodes, the Dirac equation and the coupled response lie outside this proof and are left to the computation.

The first-order shift has now been split into the expectation value of $V$ and a core-relaxation term, and the sign of the core's direct response has been proved for a nodeless nonrelativistic orbital in a fixed local potential. It remains to recast the relaxation term from the valence electron's side, to compute both terms for Ba$^+$, and to examine where the dominance of relaxation ends.
